# Surface-potential response to periodic interface charge near flat band, part 1

(Sections cited here and not found follow in the second part.)

## First half: the linear response

### What symmetry and dimensions fix

A flat metal gate, an oxide layer of uniform thickness and a uniformly doped semiconductor look the same after any displacement along the interface. Put a small extra charge per area, $\sigma(x)$, on the oxide–semiconductor interface, and let the potential depend linearly on it. Suppose that $\sigma=e^{iqx}$ produces the surface potential $R(x)$. Displacing the charge by $a$ towards negative $x$ turns it into $e^{iq(x+a)}$, which multiplies it by $e^{iqa}$. By linearity the potential is multiplied by the same factor, and by translation symmetry it is also displaced by $a$:

$$R(x+a)=e^{iqa}R(x).$$

Setting $x=0$ and renaming $a$ as $x$ gives $R(x)=R(0)e^{iqx}$. A sinusoidal charge therefore produces a sinusoidal potential of the same wavelength. The reflection $x\to-x$ makes the coefficient the same for $q$ and $-q$, so a cosine charge gives a cosine potential:

$$\sigma(x)=\sigma_q\cos qx\quad\Rightarrow\quad \phi(x,0)=\phi_s\cos qx .$$

Dimensions restrict the coefficient. Charge per area divided by permittivity is an electric field, and a field times a length is a potential. The available lengths are $1/q$, the oxide thickness $d$ and the screening length $L$ of the semiconductor. With permittivities $\varepsilon_{ox}$ and $\varepsilon_s$,

$$\phi_s=\frac{\sigma_q}{\varepsilon_s q}\,F\!\left(qd,\;qL,\;\frac{\varepsilon_{ox}}{\varepsilon_s}\right).$$

If the wavelength is so short that neither the gate nor the screening matters, $F$ depends on the permittivity ratio alone, and the response falls as $1/q$. The function $F$ has to come from the field equations.

### The model and its conventions

The coordinate $z$ is normal to the layers. The gate surface is at $z=-d$, the oxide fills $-d<z<0$, and the semiconductor fills $z>0$. SI equations are used, and $\varepsilon_{ox}$ and $\varepsilon_s$ include the vacuum permittivity $\varepsilon_0$. The elementary charge $e$ is positive.

The semiconductor is p-type, with acceptor density $N_A$. All acceptors are ionized, and their charge is treated as a smooth background. Holes are classical and nondegenerate, and electrons are negligible. The semiconductor is much thicker than $L$, and its potential is measured from the neutral interior.

Flat band is the reference state. The interface may carry a mean charge, and the dc gate voltage is chosen so that the field in the semiconductor then vanishes. The quantity $\sigma(x)$ is the charge added to that mean, and $\phi$ is the change of potential that it causes. The gate voltage is held fixed while $\sigma$ is added. A perfect metal has one potential over its whole surface, so

$$\phi(x,-d)=0. \tag{1}$$

This is the meaning of a grounded gate here: it is grounded for the change, while its dc bias may differ from zero. Everything is static, and the hole Fermi level is constant throughout the semiconductor.

### Screening by the holes

A positive potential raises the energy of a hole by $e\phi$. In equilibrium the hole density is therefore

$$p=N_A\exp\!\left(-\frac{e\phi}{kT}\right),$$

where $k$ is Boltzmann's constant and $T$ the temperature. The prefactor is $N_A$ because the interior, where $\phi=0$, is neutral. The charge density is $\rho=e(p-N_A)$. With the dimensionless potential $u=e\phi/kT$, Poisson's equation $\nabla^2\phi=-\rho/\varepsilon_s$ becomes

$$\nabla^2u=-\frac{e}{kT}\,\frac{eN_A}{\varepsilon_s}\left(e^{-u}-1\right)
=\frac{1-e^{-u}}{L^2},\qquad L^2=\frac{\varepsilon_s kT}{e^2N_A}. \tag{2}$$

The length $L$ is the Debye length. For $|u|\ll1$ the exponential gives $1-e^{-u}\approx u$, and (2) becomes linear:

$$\nabla^2\phi=\frac{\phi}{L^2}\qquad(z>0). \tag{3}$$

The sign expresses screening: where $\phi$ is positive, holes leave and negative acceptors remain. In the oxide there is no added volume charge, so $\nabla^2\phi=0$.

### The potential in each layer

Write $\phi(x,z)=f(z)\cos qx$ with $q>0$. Two derivatives in $x$ give $-q^2$. In the semiconductor, (3) then reads

$$f''-q^2f=\frac{f}{L^2},\qquad\text{so}\qquad f''=\kappa^2f,\qquad \kappa=\sqrt{q^2+\frac1{L^2}}. \tag{4}$$

Of the two solutions $e^{\pm\kappa z}$, the growing one is excluded because the deep interior is undisturbed. Hence

$$f(z)=\phi_s e^{-\kappa z}\qquad(z>0).$$

The lateral variation and the holes both shorten the penetration depth $1/\kappa$. Their inverse squared lengths add.

In the oxide $f''=q^2f$. The solution that vanishes at the gate is proportional to $\sinh q(z+d)$. The potential is continuous at the interface, because a finite sheet charge makes a jump in the field but none in the potential. This fixes the coefficient:

$$f(z)=\phi_s\,\frac{\sinh q(z+d)}{\sinh qd}\qquad(-d<z<0).$$

### Gauss's law at the interface

Apply Gauss's law to a thin box enclosing a piece of the interface. The displacement leaving the top is $-\varepsilon_s\,\partial_z\phi(0^+)$, and that leaving the bottom is $+\varepsilon_{ox}\,\partial_z\phi(0^-)$. Their sum equals the enclosed charge per area. After division by $\cos qx$,

$$\varepsilon_{ox}f'(0^-)-\varepsilon_sf'(0^+)=\sigma_q.$$

The two derivatives are

$$f'(0^-)=\phi_s\,q\,\frac{\cosh qd}{\sinh qd}=\phi_s\,q\coth qd,\qquad f'(0^+)=-\kappa\phi_s .$$

Insertion gives the response:

$$\boxed{\;\phi_s=\frac{\sigma_q}{D(q)},\qquad D(q)=\varepsilon_{ox}\,q\coth qd+\varepsilon_s\sqrt{q^2+\frac1{L^2}}\;} \tag{5}$$

This is the only solution with the period of the charge that decays into the semiconductor. The difference $w$ of two such solutions has no sheet charge and vanishes at the gate. Multiply its field equation by $w$ and integrate over one period. The boundary terms cancel or vanish, leaving

$$\int\varepsilon|\nabla w|^2\,dx\,dz+\int_{z>0}\frac{\varepsilon_s w^2}{L^2}\,dx\,dz=0 .$$

Both integrals are non-negative, so $w=0$.

### Where the field lines end

$D(q)$ is a capacitance per area at wavevector $q$. Its two terms add like parallel capacitors, because both layers share the surface potential. For a uniform charge, the whole compensating charge sits on the gate and in the semiconductor. For a modulated charge, some field lines run sideways to interface charge of the opposite sign.

The amplitude of the gate charge is the displacement entering the oxide at $z=-d$:

$$\sigma_g=-\varepsilon_{ox}f'(-d)=-\frac{\varepsilon_{ox}q}{\sinh qd}\,\phi_s.$$

From (3), the charge density in the semiconductor is $-\varepsilon_s\phi/L^2$. Its integral over depth has the amplitude

$$\sigma_h=-\frac{\varepsilon_s}{L^2}\int_0^\infty\phi_se^{-\kappa z}dz=-\frac{\varepsilon_s}{\kappa L^2}\,\phi_s.$$

Add these to $\sigma_q=D\phi_s$, using $\coth x-1/\sinh x=\tanh(x/2)$ and $\kappa^2-1/L^2=q^2$:

$$\sigma_q+\sigma_g+\sigma_h=\left[\varepsilon_{ox}q\tanh\frac{qd}{2}+\frac{\varepsilon_sq^2}{\kappa}\right]\phi_s.$$

The right side is the part of the interface charge compensated laterally. It vanishes as $q\to0$.

### Limits

**Long wavelength.** As $x\to0$, $x\coth x\to1$. Therefore

$$D(0)=C_{ox}+C_D,\qquad C_{ox}=\frac{\varepsilon_{ox}}d,\qquad C_D=\frac{\varepsilon_s}{L}. \tag{6}$$

These are the oxide capacitance and the flat-band capacitance of the semiconductor. The response stays finite as $q\to0$ if either the gate or the holes can screen. If neither can screen, it grows as $1/q$.

The first correction follows from $\cosh x\approx1+x^2/2$ and $\sinh x\approx x(1+x^2/6)$, whose ratio gives $x\coth x\approx1+x^2/3$. Also $\sqrt{1+q^2L^2}\approx1+q^2L^2/2$. Hence

$$D(q)\approx D(0)\left(1+q^2\ell^2\right),\qquad \ell^2=\frac{\varepsilon_{ox}d/3+\varepsilon_sL/2}{C_{ox}+C_D}. \tag{7}$$

The length $\ell$ tells how slowly the charge must vary for each point of the interface to respond as a local capacitor. The condition is $q\ell\ll1$.

**Short wavelength.** When $qd\gg1$ and $qL\gg1$, $\coth qd\to1$ and $\kappa\to q$, so that

$$\phi_s\to\frac{\sigma_q}{(\varepsilon_{ox}+\varepsilon_s)\,q}. \tag{8}$$

This is the $1/q$ law expected from dimensions. The field dies out before it reaches the gate or encloses enough holes to be screened.

**Between the limits.** With $x=qd$,

$$\frac{d}{dx}(x\coth x)=\coth x-\frac{x}{\sinh^2x}=\frac{\sinh2x-2x}{2\sinh^2x}>0,\qquad \frac{d\kappa}{dq}=\frac q\kappa>0 .$$

Both terms of $D$ rise with $q$, so the response falls steadily. In this model the interface has no preferred wavelength. It is a low-pass filter for charge patterns.

### A germanium capacitor

Take rough typical values for p-type germanium under an alumina-like oxide: $\varepsilon_s=16\varepsilon_0$, $\varepsilon_{ox}=9\varepsilon_0$, $d=5.0$ nm, $N_A=10^{17}$ cm$^{-3}$ and $T=300$ K. The charge has the amplitude $10^{11}\,e$/cm², which is $0.01602$ µC/cm², and the wavelength 50 nm.

The thermal voltage $kT/e$ is 25.85 mV and the Debye length is 15.12 nm. The two uniform capacitances are $C_{ox}=1.594$ and $C_D=0.937$ µF/cm². The wavevector is $q=2\pi/50=0.1257$ nm$^{-1}$, so $qd=0.6283$ and $\coth qd=1.796$. From (4), $\kappa=0.1420$ nm$^{-1}$. Then

$$\varepsilon_{ox}q\coth qd=C_{ox}\,qd\coth qd=1.594\times0.6283\times1.796=1.80\ \text{µF/cm}^2,$$

$$\varepsilon_s\kappa=C_D\,\kappa L=0.937\times0.1420\times15.12=2.01\ \text{µF/cm}^2 .$$

The sum is $D=3.81$ µF/cm², and

$$\phi_s=\frac{0.01602\ \text{µC/cm}^2}{3.81\ \text{µF/cm}^2}=4.2\ \text{mV}.$$

A uniform charge of the same size gives $0.01602/2.531$ V, or 6.3 mV. The ratio $e\phi_s/kT$ is 0.16, small enough to begin with the linear theory.

The next table keeps the charge amplitude and the layers fixed. "Bare" is equation (8), without gate or hole screening.

| Wavelength (nm) | $\phi_s$ (mV) | Bare (mV) |
|---:|---:|---:|
| 10 | 1.15 | 1.15 |
| 20 | 2.20 | 2.30 |
| 50 | 4.21 | 5.76 |
| 100 | 5.45 | 11.5 |
| 200 | 6.06 | 23.0 |
| 1000 | 6.32 | 115 |

The response falls to half its uniform value at a wavelength of 32 nm. Equation (7) gives $\ell=6.9$ nm. At 100 nm, $q^2\ell^2=0.19$, and the expansion puts $D$ about 2% above its value from (5). At 50 nm, $q^2\ell^2=0.75$, and the full expression is needed.

The 50 nm case also shows who does the screening. If the holes were absent, $\kappa$ would become $q$ and the semiconductor term would be $C_DqL=1.78$ instead of 2.01 µF/cm². The holes thus supply 0.23 of the total 3.81 µF/cm², or 6%. Replacing $\coth qd$ by 1 removes 0.80 µF/cm², so the gate matters more at this wavelength. The charge balance gives about 39% of the compensating charge on the gate and 11% in the semiconductor. The remaining half is lateral compensation along the interface.

A finite-volume solution of the layered linear equation tests (5) for the uniform case and for wavelengths of 4, 10, 20, 50, 100, 200 and 1000 nm. The largest deviation, relative to (5), is $2.1\times10^{-5}$.

## Second half: the limits of the linear result

### Symbols and results carried over

The gate is at $z=-d$, the interface at $z=0$ and the p-type semiconductor at $z>0$. An interface charge $\sigma_q\cos qx$ gives the surface potential $\phi_s\cos qx$, with

$$\phi_s=\frac{\sigma_q}{D(q)},\qquad D(q)=G(q)+\varepsilon_s\kappa,\qquad G(q)=\varepsilon_{ox}q\coth qd,$$

$$\kappa=\sqrt{q^2+L^{-2}},\qquad L^2=\frac{\varepsilon_skT}{e^2N_A},\qquad D(0)=C_{ox}+C_D=\frac{\varepsilon_{ox}}d+\frac{\varepsilon_s}L .$$

Before linearization, $u=e\phi/kT$ obeys $\nabla^2u=(1-e^{-u})/L^2$ in the semiconductor. The germanium example has $L=15.12$ nm, $C_D=0.937$ µF/cm², wavelength 50 nm, $\kappa=0.1420$ nm$^{-1}$, $D(q)=3.81$ µF/cm² and $\phi_s=4.2$ mV.

### Charge below the interface

Several corrections can be written as additional charge inside the semiconductor. Let this charge have the density $\rho(z)\cos qx$, and let there be no added charge on the interface itself. The linear equation for the potential $f(z)\cos qx$ is

$$f''-\kappa^2f=-\frac{\rho(z)}{\varepsilon_s}. \tag{9}$$

The surface value can be found without solving for $f$ at every depth. The function $g=e^{-\kappa z}$ satisfies $g''=\kappa^2g$. Multiply (9) by $g$, subtract $f(g''-\kappa^2g)=0$, and integrate:

$$\int_0^\infty(gf''-fg'')\,dz=-\frac1{\varepsilon_s}\int_0^\infty\rho\,e^{-\kappa z}dz .$$

The integrand on the left is the derivative of $gf'-fg'$, which vanishes at large depth. At $z=0$, $g=1$ and $g'=-\kappa$, so the left side is $-[f'(0^+)+\kappa f(0)]$. Thus

$$\varepsilon_sf'(0^+)+\varepsilon_s\kappa f(0)=\int_0^\infty\rho\,e^{-\kappa z}dz .$$

With no charge on the interface, the displacement is continuous there: $\varepsilon_sf'(0^+)=\varepsilon_{ox}f'(0^-)=G(q)f(0)$. Therefore

$$f(0)=\frac1{D(q)}\int_0^\infty\rho(z)\,e^{-\kappa z}dz. \tag{10}$$

A charge at depth $z$ acts on the surface like an interface charge reduced by $e^{-\kappa z}$. Fine lateral patterns are attenuated more strongly with depth.

The linear response to a periodic interface charge is now known, and (10) extends it to charge below the interface. What remains is to estimate how far nonlinear screening, random acceptors, interface traps, imperfect gate screening, the quantum dark layer and smaller effects change the result.

All numerical values are calculated from the stated model.
